## Parallel pumping of magnons

Anyone who sizes the drive line of a parametric spin-wave amplifier must choose a static bias field and then the microwave field that the line has to deliver. At a fixed pump frequency, the threshold depends on the damping and on how elliptical the magnon precession is. Above a certain bias, the available precession becomes rounder as the bias grows, and the threshold rises. In the isotropic bulk model of the film treated below, moving the bias from 90 to 165 mT raises the required microwave field seventeenfold; the cubic anisotropy of garnet changes this factor, to about nine for magnetisation along [110].

### The linear modes

Let the magnetisation \(M_s\mathbf m\) point along \(+z\), parallel to a static internal field \(B_0\). With \(\gamma>0\) the torque equation is \(\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}\). Write \(\mathbf m\simeq(x,y,1)\) with small \(x,y\), and take a plane wave with wave vector \(\mathbf k\) in the \(xz\) plane at angle \(\theta\) to \(z\). The wavelength is taken to be much shorter than the film thickness, so that surfaces can be ignored.

Two internal fields act besides \(B_0\). Exchange, with stiffness \(A_{\rm ex}\), gives the transverse field \(-(D/\gamma)k^2(x,y)\), where \(D=2\gamma A_{\rm ex}/M_s\). The dipole field \(\mathbf h\) has no curl, so it lies along \(\hat{\mathbf k}\). The condition \(\mathbf k\cdot(\mathbf h+\mathbf M)=0\) then fixes \(\mathbf h=-\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf M)\). Its \(x\) component gives the field \(-\mu_0M_s\sin^2\theta\,x\). Its \(z\) component is already of first order and multiplies \(x\) or \(y\) in the torque, so it drops out of the linear equations. To first order,

\[
\dot x=-Py,\qquad \dot y=Qx, \tag{1}
\]
\[
P=X,\quad Q=X+\omega_M\sin^2\theta,\quad X=\gamma B_0+Dk^2,\quad \omega_M=\gamma\mu_0M_s. \tag{2}
\]

Hence \(\omega^2=PQ\). The dipole field stiffens \(x\) and leaves \(y\) alone; this is the source of the ellipticity.

### The magnon Hamiltonian

For electrons the moment is \(\boldsymbol\mu=-\gamma\mathbf S\), so \([\mu_x,\mu_y]=-i\hbar\gamma\mu_z\). Let each cell carry moment \(\mu_c\), and rescale \(x\) and \(y\) by \(\sqrt{\mu_c/\hbar\gamma}\). With \(\mu_z\simeq\mu_c\), their normalised Fourier components obey \([x_{\mathbf k},y_{-\mathbf k}]=-i\). The Hamiltonian that reproduces (1) is

\[
H_0=\frac{\hbar}{2}\sum_{\mathbf k}\left(Q\,x_{\mathbf k}x_{-\mathbf k}+P\,y_{\mathbf k}y_{-\mathbf k}\right). \tag{3}
\]

Consider one pair \((\mathbf k,-\mathbf k)\) and call its operators \(a_+\) and \(a_-\). The choice

\[
x_{\mathbf k}=\frac{a_++a_-^\dagger}{\sqrt2},\qquad y_{\mathbf k}=\frac{i(a_+-a_-^\dagger)}{\sqrt2} \tag{4}
\]

has the right commutator: \([x_{\mathbf k},y_{-\mathbf k}]=\tfrac i2(-[a_+,a_+^\dagger]+[a_-^\dagger,a_-])=-i\). The products in (3) are

\[
x_{\mathbf k}x_{-\mathbf k}=\tfrac12\left(a_+a_-+a_+a_+^\dagger+a_-^\dagger a_-+a_-^\dagger a_+^\dagger\right),
\]
\[
y_{\mathbf k}y_{-\mathbf k}=\tfrac12\left(-a_+a_-+a_+a_+^\dagger+a_-^\dagger a_--a_-^\dagger a_+^\dagger\right). \tag{5}
\]

The sum in (3) contains the pair twice, which cancels the prefactor \(\tfrac12\). Up to a constant,

\[
\frac{H_0}{\hbar}=A\,N+B\,(a_+a_-+a_+^\dagger a_-^\dagger),\qquad N=a_+^\dagger a_++a_-^\dagger a_-, \tag{6}
\]
\[
A=\frac{P+Q}{2},\qquad B=\frac{Q-P}{2}=\frac{\omega_M}{2}\sin^2\theta . \tag{7}
\]

Now add the pump field \(b\cos\omega_pt\) along \(z\), with peak amplitude \(b\). A transverse deviation lowers the longitudinal moment by \(\tfrac12\mu_c(x^2+y^2)\) per cell in the unscaled variables. After rescaling, (5) turns the sum of this loss over the pair into \(\hbar\gamma(N+1)\). Each \(a\)-magnon therefore lowers the moment by \(\hbar\gamma\), and the pump energy is, up to a term without operators,

\[
H_p=\hbar\gamma b\cos(\omega_pt)\,N. \tag{8}
\]

### Bogoliubov transformation of the pump

The eigenmodes \(c_\pm\) of (6) follow from

\[
a_+=u\,c_+-v\,c_-^\dagger,\qquad a_-=u\,c_--v\,c_+^\dagger,\qquad u^2-v^2=1. \tag{9}
\]

The last condition keeps \([a_+,a_+^\dagger]=1\); the commutator \([a_+,a_-]=-uv+uv\) vanishes by itself. Multiplying out, and writing \(N_c=c_+^\dagger c_++c_-^\dagger c_-\),

\[
N=(u^2+v^2)N_c+2v^2-2uv\,(c_+c_-+c_+^\dagger c_-^\dagger), \tag{10}
\]
\[
a_+a_-+a_+^\dagger a_-^\dagger=(u^2+v^2)(c_+c_-+c_+^\dagger c_-^\dagger)-2uv\,(N_c+1). \tag{11}
\]

Pair terms cancel in \(H_0\) if \(B(u^2+v^2)=2uvA\). With \(u=\cosh\eta\) and \(v=\sinh\eta\) this reads \(\tanh2\eta=B/A\), so

\[
u^2+v^2=\frac A\omega,\qquad 2uv=\frac B\omega,\qquad \omega=\sqrt{A^2-B^2}. \tag{12}
\]

The coefficient of \(N_c\) in \(H_0/\hbar\) is \((A^2-B^2)/\omega=\omega\), as it must be. Inserting (10) and (12) in (8) gives, apart from a constant,

\[
\frac{H_p}{\hbar}=\gamma b\cos(\omega_pt)\left[\frac A\omega N_c-\frac B\omega\,(c_+c_-+c_+^\dagger c_-^\dagger)\right]. \tag{13}
\]

The first term shifts the magnon frequency up and down. The second creates and destroys magnons in pairs of zero total momentum, as a spatially uniform pump requires. Its weight is \(B/\omega\). Diagonalising (6) in the number basis with \(A=1\), \(B=0.6\) gives a pair matrix element of magnitude 0.750, equal to \(B/\omega=0.6/0.8\).

### Growth and threshold

The Heisenberg equation with (13), plus an amplitude decay rate \(\Gamma\), gives for the mean amplitudes

\[
\dot c_+=-(i\omega+\Gamma)c_+-i\gamma b\cos(\omega_pt)\left[\frac A\omega c_+-\frac B\omega c_-^\dagger\right]. \tag{14}
\]

Set \(c_\pm=C_\pm e^{-i\omega_pt/2}\) and \(\delta=\omega-\omega_p/2\). The coupling to \(C_-^\dagger\) acquires the factor \(\cos(\omega_pt)e^{i\omega_pt}=\tfrac12(1+e^{2i\omega_pt})\). Keep its constant half. The rapidly oscillating half, and the frequency modulation proportional to \(A\), average out when \(\Gamma\), \(|\delta|\) and \(\gamma bA/\omega\) are all small compared with \(\omega\). Then

\[
\dot C_+=-(\Gamma+i\delta)C_++ig\,C_-^\dagger,\qquad
\dot C_-^\dagger=-(\Gamma-i\delta)C_-^\dagger-ig\,C_+, \tag{15}
\]
\[
g=\frac{\gamma bB}{2\omega}. \tag{16}
\]

The second equation is the conjugate of the first with the two modes exchanged. A solution proportional to \(e^{\lambda t}\) requires \((\lambda+\Gamma+i\delta)(\lambda+\Gamma-i\delta)=(ig)(-ig)=g^2\), so

\[
\lambda=-\Gamma\pm\sqrt{g^2-\delta^2}. \tag{17}
\]

If \(g<|\delta|\), the root is imaginary and the pair decays at rate \(\Gamma\). Growth needs \(g^2>\Gamma^2+\delta^2\), which is the threshold

\[
b_c=\frac{2\omega}{\gamma B}\sqrt{\Gamma^2+\delta^2}. \tag{18}
\]

Without damping, and on resonance, (15) gives \(C_+(t)=C_+(0)\cosh gt+iC_-^\dagger(0)\sinh gt\). Starting from the magnon vacuum, the mean number of pairs is therefore \(\sinh^2gt\). Evolving the state under the full (6) and (8), with \(A=1\), \(B=0.6\) and \(g=0.02\,\omega\) for 16 pump periods, gives 1.398 pairs; the formula gives 1.400.

For Gilbert damping \(\alpha\), equations (1) become \(\dot x=-Py-\alpha\dot y\) and \(\dot y=Qx+\alpha\dot x\). Replacing the derivatives on the right by their undamped values gives \(\dot x=-Py-\alpha Qx\) and \(\dot y=Qx-\alpha Py\). The two eigenvalues of this system add up to \(-\alpha(P+Q)\), and each has real part \(-\Gamma\). To first order in \(\alpha\),

\[
\Gamma=\alpha A. \tag{19}
\]

### Why a circle decouples

Take \(x=x_0\cos\omega t\). Equation (1) gives \(y=rx_0\sin\omega t\), with axis ratio \(r=\omega/P=\sqrt{Q/P}\). From (7),

\[
\frac B\omega=\frac{Q-P}{2\sqrt{PQ}}=\frac12\left(r-\frac1r\right),\qquad
b_c=\frac{4\Gamma}{\gamma(r-1/r)}\quad(\delta=0). \tag{20}
\]

The threshold diverges as \(r\to1\). The classical motion shows the reason. The length of \(\mathbf m\) is fixed, so

\[
1-m_z=\tfrac12(x^2+y^2)=\tfrac14x_0^2\left[(1+r^2)-(r^2-1)\cos2\omega t\right]. \tag{21}
\]

On an ellipse the tip of \(\mathbf m\) moves nearer to the axis and farther from it twice per turn, so \(m_z\) oscillates at \(2\omega\). The oscillation divided by the mean loss is \((r^2-1)/(r^2+1)=B/A\). In a travelling wave the phase of this oscillation varies as \(2\mathbf k\cdot\mathbf r\) and its volume average vanishes. In a standing wave, made of \(\mathbf k\) and \(-\mathbf k\), all cells oscillate in step. A sample of volume \(V\) absorbs the mean power \(-VM_s\langle m_z\dot b(t)\rangle\), where \(b(t)\) is the pump field. This needs a component of \(m_z\) at the pump frequency, and (21) supplies it at \(\omega_p=2\omega\). On a circle \(m_z\) is constant, and the pump finds nothing to work on.

The pump does not disappear from the circular mode: with \(B=0\), (13) still contains \(\gamma b\cos(\omega_pt)N_c\). The field speeds the precession up and slows it down, but changes neither the number of magnons nor the energy stored in \(H_0\).

How far this holds depends on the symmetry. If the whole Hamiltonian \(H_0\), with all interactions, is unchanged when every spin is turned about \(z\) by the same angle while its position stays fixed, then \([S_z,H_0]=0\). Since \(H_p\) is proportional to \(S_z\),

\[
\frac{d\langle H_0\rangle}{dt}=\frac i\hbar\langle[H_p,H_0]\rangle=0 \tag{22}
\]

at any pump strength. A dipolar magnet lacks this symmetry, because the dipole energy depends on the angles between the spins and the line that joins them. There a mode with \(\theta=0\) is circular and decoupled within the quadratic theory (6), while interactions among magnons lie outside that statement.

### The magnon that goes unstable first

A film offers a continuum of magnons, so some have \(\delta=0\). Fix \(\omega=\omega_p/2\). Then \(Q=\omega^2/X\), and (7) gives \(A=(\omega^2+X^2)/2X\) and \(B=(\omega^2-X^2)/2X\). With (18) and (19),

\[
b_c(X)=\frac{2\alpha\omega}{\gamma}\,\frac{\omega^2+X^2}{\omega^2-X^2}. \tag{23}
\]

This rises with \(X\), because \((1+\xi)/(1-\xi)\) has the derivative \(2/(1-\xi)^2>0\). The first unstable magnon therefore has the smallest allowed \(X\). Two conditions limit it. Since \(Dk^2\ge0\), \(X\ge\gamma B_0\). Since \(\sin^2\theta=(\omega^2-X^2)/(X\omega_M)\) cannot exceed one, \(X\ge X_{90}\), where

\[
X_{90}=\tfrac12\left(-\omega_M+\sqrt{\omega_M^2+4\omega^2}\right),\qquad X_{\min}=\max(\gamma B_0,X_{90}). \tag{24}
\]

For \(\gamma B_0<X_{90}\) the magnon travels at \(90^\circ\) to the magnetisation. A change of bias is absorbed by \(k\), and the threshold stays flat. Above this kink \(k\to0\), \(\theta\) falls below \(90^\circ\), and the precession becomes rounder. Near \(\gamma B_0=\omega\), (23) approaches

\[
b_c\simeq\frac{2\alpha\omega^2}{\gamma(\omega-\gamma B_0)}. \tag{25}
\]

The flat part relies on (19). A decay rate with its own dependence on \(k\) would give it a slope, and could change which magnon wins.

### A garnet film pumped at 9.5 GHz

Take an yttrium iron garnet film 5 µm thick, magnetised in its plane, with rough typical values \(\mu_0M_s=175\) mT, \(A_{\rm ex}=3.7\) pJ/m and \(\alpha=10^{-4}\). The pump selects magnons at 4.75 GHz. With \(\gamma/2\pi=28.025\) GHz/T, \(\omega_M/2\pi=4.904\) GHz, and (24) gives

\[
\frac{X_{90}}{2\pi}=\tfrac12\left(-4.904+\sqrt{4.904^2+4\times4.750^2}\right)=2.893\ \text{GHz},
\]

which puts the kink at 103.2 mT. At a bias of 90 mT, \(\gamma B_0/2\pi=2.522\) GHz, and exchange supplies the missing 0.371 GHz. This needs \(k=15.8\) rad/µm, a wavelength of 398 nm.

The axis ratio is \(r=4.750/2.893=1.64\). From (7), \(A/2\pi=5.346\) GHz and \(B/2\pi=2.452\) GHz. Then \(\Gamma=10^{-4}\times2\pi\times5.346\) GHz \(=3.36\) µs⁻¹, and the frequency linewidth \(2\Gamma\), divided by \(\gamma\) to express it as a field, is 38.15 µT. The threshold is

\[
b_c=38.15\ \text{µT}\times\frac{4.750}{2.452}=73.9\ \text{µT}\quad(0.739\ \text{Oe}).
\]

An independent value comes from integrating the damped classical equations, with \(\gamma b\cos\omega_pt\) added to both stiffnesses, over one pump period, and finding the field at which a small deviation neither grows nor decays. It is also 73.9 µT. If the pump is detuned so that \(\delta=2\Gamma\) for this same magnon, (18) predicts a factor \(\sqrt5\), or 165.24 µT; the integration gives 165.22 µT. Such detuning matters in a small resonator with discrete modes. At twice the resonant threshold, (17) gives a growth rate equal to \(\Gamma\), so the amplitude grows by a factor e in 0.30 µs.

The same integration tests the decoupling. Under a resonant pump of 36.9 mT, 500 times the threshold above, a circular mode at 4.75 GHz still decays at 2.985 µs⁻¹, which is \(\alpha\omega\). The elliptical mode grows at 1664 µs⁻¹.

With pump frequency and damping held fixed, the bias changes the lowest threshold as follows.

| Bias (mT) | \(\theta\) (deg) | \(r\) | \(b_c\) (µT) |
|---|---|---|---|
| 90 | 90.0 | 1.642 | 74 |
| 110 | 68.3 | 1.541 | 83 |
| 130 | 46.1 | 1.304 | 131 |
| 150 | 29.1 | 1.130 | 279 |
| 165 | 13.2 | 1.027 | 1262 |

In the bulk model the divergence lies at \(\omega/\gamma=169.5\) mT. At 165 mT, (25) gives \(2\times10^{-4}\times169.5^2/4.5\) mT \(=1.28\) mT, close to the 1.26 mT of the full formula. The rows above the kink are limits for \(k\to0\), whereas the bulk description needs \(k\) times the thickness to be large. In the film the lowest thickness mode fixes the component of \(\mathbf k\) along the normal, and resonance then fixes the component along the magnetisation. For free surface spins the latter is about 2.4 rad/µm at 165 mT, which adds 0.3 mT to \(X/\gamma\) and raises the last entry by about 8 %; at 150 mT and below the change is 0.2 % or less. The bottom of the film's magnon band lies about 2.5 mT above \(B_0\), so resonant magnons run out near 167 mT, at a finite threshold of about 4 mT, before the bulk divergence is reached.

### Beside a real film

The weakest assumption of the model is the decay rate. Scattering among magnons and from defects adds to \(\Gamma\), and each extra 1 µs⁻¹ raises the 90 mT threshold by 22 µT, or 30 %. One channel is closed at this bias: a 4.75 GHz magnon cannot split into two equal halves of 2.375 GHz, nor into any other two, because the lowest bulk magnon lies at 2.522 GHz. Other channels are not computed here.

At 90 mT the remaining corrections are smaller. They are estimated for that bias, at fixed pump frequency and \(\alpha\), with \(k\) free to adjust:

- **Finite thickness** \(d\). For a profile uniform across the film, surface charges give the out-of-plane component an average dipolar stiffness of about \(\omega_M/kd\), and the in-plane component loses as much. With \(kd=79\), \(2B\) falls by 2.5 % and the threshold of this profile rises by 2.1 %. A standing wave that varies only along the film normal keeps the full dipolar stiffness \(\omega_M\) out of plane and has none in plane, so it escapes this correction.
- **Cubic anisotropy**, with a rough \(K_1=-610\) J/m³. For magnetisation along [110], expanding the anisotropy energy for small tilts gives stiffnesses \(-2\gamma K_1/M_s\) towards \([1\bar10]\) and \(\gamma K_1/M_s\) towards [001]. Their difference changes the threshold by −5.5 % for \(\mathbf k\) along \([1\bar10]\) and by +6.5 % for \(\mathbf k\) along [001]. Above the kink the effect is much larger, because the softer stiffness becomes \(\gamma(B_0+K_1/M_s)\) with \(K_1/M_s=-4.4\) mT. Used as \(X\) in (23), this lowers the threshold from 279 to 225 µT at 150 mT and from 1.26 to 0.63 mT at 165 mT.
- **Warming** that lowers \(M_s\) by 5 % raises the threshold by 4.2 %.

At 300 K each mode near 4.75 GHz holds about 1300 thermal magnons. They seed the growth, but the linear equations (15) give the same threshold for any starting amplitude.

For a thick, low-loss film magnetised in its plane, with damping close to (19), the drive is lowest when the bias stays below the kink field \(X_{90}/\gamma\). Within that range the bias can be used to choose the wavelength at nearly constant threshold, as long as the damping does not change. In the film above, energy conservation alone forbids the splitting of a 4.75 GHz magnon above 84.7 mT. The two products must also share the wave vector of the parent, and with the dispersion (2) this keeps the channel closed down to about 11 mT, where decay into two magnons of wave vector \(\mathbf k/2\) first becomes possible. The numerical output below lists the values of the isotropic example and of the corrections at 90 mT.

## Computed results

```
lattice sum for sin^2(50 deg): 0.5886
sin^2(50 deg): 0.5868
Fock test, A=1 B=0.6, pair element: 0.750000
Fock test, B/w: 0.750000
Fock test, pairs after pumping: 1.398
Fock test, sinh^2(g t): 1.400
gamma/2pi: 28.025 GHz/T
mu0*Ms: 175 mT
exchange stiffness: 3.7 pJ/m
Gilbert damping: 1.0e-04
film thickness: 5.0 um
bias field: 90 mT
pump frequency: 9.50 GHz
magnon frequency: 4.750 GHz
wM/2pi: 4.904 GHz
X/2pi at 90 deg: 2.893 GHz
A/2pi: 5.346 GHz
B/2pi: 2.452 GHz
wave number: 15.79 rad/um
wavelength: 398 nm
axis ratio r: 1.642
decay rate Gamma: 3.359 1/us
linewidth 2*Gamma/gamma: 38.15 uT
threshold, formula: 73.90 uT
threshold, Floquet: 73.90 uT
threshold, formula: 0.739 Oe
detuned by 2*Gamma, formula: 165.24 uT
detuned by 2*Gamma, Floquet: 165.22 uT
growth rate at twice threshold: 3.359 1/us
strong test pump: 36.9 mT
circular mode, rate under it: -2.985 1/us
circular mode, -alpha*w: -2.985 1/us
elliptic mode, rate under it: 1664 1/us
m_z oscillation/mean loss, spin motion: 0.4587
B/A: 0.4587
m_z range, axial spin, strong pump: 0.0e+00
m_z range, elliptic spin, same pump: 0.872
kink field: 103.2 mT
divergence field: 169.5 mT
bias 90 mT: angle 90.0 deg, r 1.642, threshold 73.9 uT
bias 110 mT: angle 68.3 deg, r 1.541, threshold 83.2 uT
bias 130 mT: angle 46.1 deg, r 1.304, threshold 130.8 uT
bias 150 mT: angle 29.1 deg, r 1.130, threshold 278.8 uT
bias 165 mT: angle 13.2 deg, r 1.027, threshold 1262.4 uT
k*thickness: 78.9
finite thickness, threshold change: +2.1 %
cubic anisotropy K1: -610 J/m^3
anisotropy, M along [110], k along [1-10]: -5.5 %
anisotropy, M along [110], k along [001]: +6.5 %
Ms lower by 5 %, threshold change: +4.2 %
threshold per extra 1/us of decay: 22.0 uT
thermal magnons per mode at 300 K: 1315
lowest bulk magnon frequency: 2.522 GHz
half the magnon frequency: 2.375 GHz
```
